# How a Smaller Bite Angle Turns a Tris-Chelate Towards a Prism

A metal atom binds six equal donor atoms at distance \(r\). The donors are joined in pairs by three identical rigid chelates, and each pair subtends the bite angle \(\alpha\) at the metal, with \(0<\alpha\le 90^\circ\). Donors of different chelates repel with energy \(K/d^n\), where \(d\) is their distance and \(K,n>0\). The algebra is in atomic units; numbers are in eV and angstrom. Since \(r\) and \(\alpha\) are fixed, the repulsion inside a chelate is a constant and is dropped.

The complex is assumed to keep \(D_3\) symmetry: a threefold axis \(z\), with the midpoints of the three donor–donor edges \(120^\circ\) apart in the plane \(z=0\). The donors then form an upper and a lower triangle. The twist \(\varphi\) is the angle, seen along \(z\), between the two donors of one chelate. It is \(0\) in a trigonal prism, whose rectangular faces need not be square, and \(60^\circ\) in the regular octahedron.

## (a) Reduce the energy to one variable

**Question.** Express the repulsion through \(T=\tan(\varphi/2)\) and the bite angle.

**Solution.** For chelate \(k\), let \(\mathbf m_k\) be the unit vector towards the edge midpoint and \(\mathbf t_k\) the horizontal unit vector \(90^\circ\) anticlockwise from it. By symmetry the edge is perpendicular to \(\mathbf m_k\), so its direction is fixed by one tilt \(\omega\):
\[
\mathbf u_k=\cos\omega\,\hat{\mathbf z}+\sin\omega\,\mathbf t_k .
\]
With \(C=\cos(\alpha/2)\) and \(S=\sin(\alpha/2)\), the donors are
\[
\mathbf A_k=r(C\mathbf m_k+S\mathbf u_k),\qquad \mathbf B_k=r(C\mathbf m_k-S\mathbf u_k).
\]
Seen along \(z\), they lie at angles \(\pm\varphi/2\) from \(\mathbf m_k\), with \(\tan(\varphi/2)=S\sin\omega/C\). Hence
\[
T=t\sin\omega,\qquad t=\tan(\alpha/2).
\]
Reversing \(\omega\) gives the mirror image, so \(0\le T\le t\) suffices.

For neighbouring chelates, \(\mathbf m_k\cdot\mathbf m_{k+1}=\mathbf t_k\cdot\mathbf t_{k+1}=-\tfrac12\), \(\mathbf m_k\cdot\mathbf t_{k+1}=-\tfrac{\sqrt3}{2}\) and \(\mathbf t_k\cdot\mathbf m_{k+1}=+\tfrac{\sqrt3}{2}\). Also \(\mathbf u_k\cdot\mathbf u_{k+1}=\cos^2\omega-\tfrac12\sin^2\omega=1-\tfrac32\sin^2\omega\). Within a triangle the mixed products cancel:
\[
\frac{\mathbf A_k\cdot\mathbf A_{k+1}}{r^2}=-\frac{C^2}{2}+S^2-\frac32S^2\sin^2\omega .
\]
The squared distance is \(2r^2-2\mathbf A_k\cdot\mathbf A_{k+1}\). Writing \(2=2C^2+2S^2\),
\[
\frac{d^2}{r^2}=3C^2+3S^2\sin^2\omega=3C^2(1+T^2).
\]
Between triangles the mixed products add:
\[
\frac{\mathbf A_k\cdot\mathbf B_{k+1}}{r^2}=-\frac{C^2}{2}+\sqrt3\,CS\sin\omega-S^2+\frac32S^2\sin^2\omega,
\]
\[
\frac{d^2}{r^2}=3C^2+4S^2-3S^2\sin^2\omega-2\sqrt3\,CS\sin\omega .
\]
For \(\mathbf B_k\) and \(\mathbf A_{k+1}\) the last sign is reversed. Dividing by \(3C^2\) gives
\[
g_\mp=\rho-T^2\mp\frac{2}{\sqrt3}T,\qquad \rho=1+\frac43t^2 .
\]
There are six contacts of the first kind and three each of \(g_-\) and \(g_+\). With \(h=n/2\),
\[
E=\frac{3K}{(\sqrt3\,rC)^n}\,W,\qquad
W=2(1+T^2)^{-h}+g_-^{-h}+g_+^{-h}.
\]
The prefactor is constant at fixed bite. The preferred twist therefore depends on \(\alpha\) and \(n\), but not on \(K\), nor on \(r\) at given \(\alpha\).

## (b) Count the minima

**Question.** How many minima does \(W\) have on \(0\le T\le t\), and how does the minimum move with the bite?

**Solution.** Use \(s=T^2\) as the variable. The term \(2(1+s)^{-h}\) is strictly convex. For the other two, put \(y_\pm=T^2\pm 2T/\sqrt3\) and expand
\[
(\rho-y_\pm)^{-h}=\sum_{j\ge0}c_j\,\rho^{-h-j}y_\pm^{\,j},\qquad c_j=\frac{h(h+1)\cdots(h+j-1)}{j!}>0 .
\]
In the sum \(y_+^{\,j}+y_-^{\,j}\) the odd powers of \(T\) cancel and the even powers keep positive coefficients. The two terms together are thus a power series in \(s\) with positive coefficients, which is convex.

The series converges if \(y_+<\rho\), that is, if \(g_->0\). Since \(g_-\) falls with \(T\), its smallest value is at \(T=t\), where
\[
g_-=1+\frac{t^2}{3}-\frac{2t}{\sqrt3}=\Bigl(1-\frac{t}{\sqrt3}\Bigr)^2>0
\]
because \(t\le1\). So \(W\) is strictly convex in \(s\) over the whole range and has one minimum.

This minimum does not sit at the end \(T=t\), where all six donors lie in one plane. With \(N=h+1\), differentiation gives
\[
\frac{1}{2h}\frac{dW}{dT}=-\frac{2T}{(1+T^2)^{N}}+\Bigl(T+\frac1{\sqrt3}\Bigr)g_-^{-N}+\Bigl(T-\frac1{\sqrt3}\Bigr)g_+^{-N}\equiv G .
\]
At \(T=t\) write \(P=g_-^{-N}\) and \(Q=g_+^{-N}=(1+t/\sqrt3)^{-2N}\). Then
\[
G=t\left[P+Q-2(1+t^2)^{-N}\right]+\frac{P-Q}{\sqrt3}.
\]
Here \(P>Q\), and \(P+Q\ge2\sqrt{PQ}=2(1-t^2/3)^{-N}>2\), so \(G>0\): the energy is rising at the planar end. The minimum is either the prism, \(s=0\), or one twisted shape together with its mirror image.

Now vary the bite. Every coefficient of \(s, s^2,\dots\) in the cross terms contains a negative power of \(\rho\), so \(\partial^2W/\partial s\,\partial\rho<0\). On the twisted branch \(\partial W/\partial s=0\), and differentiating this condition gives
\[
\frac{ds}{d\rho}=-\frac{\partial^2W/\partial s\,\partial\rho}{\partial^2W/\partial s^2}>0 .
\]
As \(\rho\) grows with \(\alpha\), a smaller bite means a smaller twist, for every \(n>0\).

At \(\alpha=90^\circ\) we have \(t=1\) and \(\rho=7/3\). Inserting \(T=1/\sqrt3\) gives \(1+T^2=g_-=4/3\). The last term of \(G\) vanishes and the first two cancel. The minimum is at \(\varphi=2\arctan(1/\sqrt3)=60^\circ\), the regular octahedron.

These statements hold within \(D_3\) symmetry. To probe that assumption, three rigid chelates were allowed to turn independently, and the energy was minimised numerically from eight random starts for each of \(n=1,6\) and \(\alpha=40,60,75,85^\circ\). The lowest energies agreed with the \(D_3\) values within a relative difference of about \(10^{-10}\). This supports the assumption in those cases but does not prove it for all bites and exponents.

## (c) Find where the prism takes over

**Question.** Does the twist reach zero at a nonzero bite, and is the change sudden?

**Solution.** Expand \(W\) for small \(T\). The first term gives \(2-2hT^2+hNT^4\). In the series of part (b), \(T^2\) comes from \(j=1,2\), and \(T^4\) from \(j=2,3,4\). The result is \(W=W_0+h(AT^2+BT^4+\dots)\), with
\[
A=-2+2\rho^{-N}+\frac{4N}{3}\rho^{-N-1},
\]
\[
B=N+N\rho^{-N-1}+\frac43N(N+1)\rho^{-N-2}+\frac{4}{27}N(N+1)(N+2)\rho^{-N-3}.
\]
The \(-2\) in \(A\) is the gain from twisting: donors within each triangle move apart. The positive terms are the net cost of the contacts between triangles: for a small twist three of them shorten and three lengthen, and the shortening costs more than the lengthening gains. The ratio of cost to gain is
\[
q=\rho^{-N}\left(1+\frac{2N}{3\rho}\right).
\]
A small bite brings the triangles close to each other, so the cost is high. At \(\rho\to1\), \(q=1+2N/3>1\), and the prism is the minimum. As \(\rho\) grows \(q\) falls steadily, and it is below 1 at \(\rho=7/3\), where the minimum is twisted. It therefore passes through 1 once, at
\[
\boxed{\rho_c^{\,N+1}=\rho_c+\frac{2N}{3}},\qquad \alpha_c=2\arctan\sqrt{\tfrac34(\rho_c-1)} .
\]
For \(\alpha\le\alpha_c\) the prism is the minimum.

Because \(B>0\) for every \(n\), the change is continuous. Just above threshold, setting the derivative of \(AT^2+BT^4\) to zero gives
\[
T^2\simeq-\frac{A}{2B}\simeq\frac{|A'(\rho_c)|}{2B(\rho_c)}(\rho-\rho_c),
\]
where \(A'=dA/d\rho<0\). The twist starts as a square root, so near \(\alpha_c\) it is very sensitive to the bite.

Numerical roots of the threshold equation are \(\alpha_c=58.9^\circ\), \(52.1^\circ\) and \(46.7^\circ\) for \(n=1,6,12\). Solving \(G=0\) numerically at other bites gives these twists in degrees:

| \(\alpha\) | \(n=1\) | \(n=6\) | \(n=12\) |
|---|---:|---:|---:|
| 50° | 0.0 | 0.0 | 11.4 |
| 60° | 9.2 | 21.6 | 25.2 |
| 70° | 31.5 | 35.2 | 36.7 |
| 80° | 46.3 | 47.6 | 48.2 |
| 90° | 60.0 | 60.0 | 60.0 |

The exponent matters little near the octahedron and much near the prism.

The threshold prism does not have square faces. Its triangle edge is \(\sqrt3\,rC\) and its height is \(2rS\), so their ratio is \(\sqrt3/(2t)\). For \(n=6\) at \(52.1^\circ\) this is about 1.77: two wide triangles joined by short bites.

## (d) Examine the two other limits

**Question.** How fast does the octahedron begin to untwist, and what happens for very hard donors?

**Solution.** Differentiate \(G(T,\rho)=0\) at the octahedron, where \(1+T^2=g_-=v=4/3\) and \(g_+=2v\). Term by term,
\[
\frac{\partial G}{\partial T}=\left[-2v^{-N}+\frac{4N}{3}v^{-N-1}\right]+\left[v^{-N}+\frac{8N}{3}v^{-N-1}\right]+(2v)^{-N}.
\]
Since \(v^{-1}=3/4\), the terms in \(N\) sum to \(3Nv^{-N}\), and
\[
\frac{\partial G}{\partial T}=v^{-N}(3N-1+2^{-N}),\qquad
\frac{\partial G}{\partial\rho}=-\frac{2N}{\sqrt3}v^{-N-1}=-\frac{\sqrt3}{2}Nv^{-N}.
\]
At this point \(d\rho/d\alpha=\tfrac43t(1+t^2)=\tfrac83\) and \(d\varphi/dT=2/(1+T^2)=\tfrac32\). Therefore
\[
\left.\frac{d\varphi}{d\alpha}\right|_{90^\circ}
=\frac32\cdot\frac83\cdot\frac{\sqrt3N/2}{3N-1+2^{-N}}
=\frac{2\sqrt3\,N}{3N-1+2^{-N}} .
\]
For \(n=6\), \(N=4\) and the slope is 1.25. A bite smaller by \(10^\circ\) should reduce the twist by about \(12.5^\circ\), to \(47.5^\circ\); the full minimisation gives \(47.6^\circ\).

For \(n\to\infty\) the shortest contact dominates the energy, and the minimum makes it as long as possible. As \(T\) grows from zero, \(1+T^2\) rises from 1 while \(g_-\) falls from \(\rho>1\). The best compromise is where they meet:
\[
T^2+\frac{T}{\sqrt3}=\frac23t^2 .
\]
At \(\alpha=70^\circ\) this gives \(38.8^\circ\), somewhat above the \(36.7^\circ\) for \(n=12\). The twist now vanishes only when \(t\) does. The threshold equation agrees: \(\ln\rho_c=\ln(\rho_c+2N/3)/(N+1)\), which tends to zero because \(\rho_c<7/3\). In this model a full prism at finite bite is thus a result of soft repulsion, in which the sum of all contacts counts and not just the shortest.

## (e) Apply the model to two cerium precursors

**Question.** Compare a cerium(III) tris(amidinate), with Ce–N 2.50 Å and N···N 2.25 Å within a ligand, with a tris(β-diketonate), with Ce–O 2.35 Å and O···O 2.80 Å. Take \(n=6\) and a repulsion of 0.10 eV at 3.0 Å. Which conclusions survive the effects left out?

**Solution.** The strength is \(K=0.10\times3.0^6=72.9\) eV Å\(^6\). The span \(b\) of the ligand sets the bite through \(\sin(\alpha/2)=b/(2r)\).

For the amidinate, \(2.25/5.00=0.450\), so \(\alpha=53.5^\circ\) and \(\rho=1.339\). The cost-to-gain ratio is \(q=0.932\), just below 1. Then \(A=-2(1-q)=-0.136\), and \(B\) from part (c) is about 11.9. The small-twist law gives \(T\simeq\sqrt{0.136/23.8}=0.076\); the full minimisation gives \(T=0.075\), or \(\varphi=8.6^\circ\). The prism lies only 0.00008 eV higher.

For the diketonate, \(2.80/4.70=0.596\), so \(\alpha=73.1^\circ\), \(\rho=1.734\) and \(q=0.281\). The minimum has \(T=0.356\) and \(\varphi=39.2^\circ\), and the prism lies 0.050 eV higher.

At fixed span a longer metal–donor distance reduces the bite. With \(n=6\), the amidinate reaches the threshold at
\[
r_c=\frac{2.25}{2\sin(52.10^\circ/2)}=2.56\ \text{Å},
\]
only 0.06 Å beyond the assumed distance.

The omitted effects were sized by adding each one separately and minimising again, with \(r\) held fixed:

- **Donor charges.** A charge of \(-0.5\,e\) on each donor, with unscreened Coulomb repulsion between chelates, changes the twist to \(0^\circ\) for the amidinate and \(37.5^\circ\) for the diketonate. Charges on other atoms are ignored.
- **Flexible bite.** An energy \(\tfrac12k(\Delta\alpha)^2\) per chelate, with \(k=5\) eV/rad\(^2\), lets the repulsion close the bites to \(52.9^\circ\) and \(71.7^\circ\). The twists become \(6.3^\circ\) and \(37.4^\circ\).
- **The 4f electron.** Its lowest level was found by diagonalising a spin–orbit coupling \(\zeta\,\mathbf l\cdot\mathbf s\), with \(\zeta=0.08\) eV, plus a rise of 0.05 eV per donor for the f orbital pointing along that bond. With the electron in this level the twists become \(19.7^\circ\) and \(40.0^\circ\); thermal population of higher levels, ignored here, weakens the effect for the amidinate, to about \(15^\circ\) at 400 K.
- **Ligand carbon atoms.** For the amidinate, the ring carbon and the first carbon of each nitrogen substituent were added in the ligand plane, with C–N lengths of 1.33 and 1.46 Å and a \(120^\circ\) angle at nitrogen. With the same repulsion law for all atoms, the twist is \(9.3^\circ\).

Changing the exponent instead to 1 or 12 gives \(0^\circ\) or \(16.9^\circ\) for the amidinate, and \(36.4^\circ\) or \(40.3^\circ\) for the diketonate.

Thermal motion matters as well. At 400 K, \(k_BT=0.034\) eV, over 400 times the amidinate's prism energy. For rigid ligands tilting together, in a molecule that does not rotate as a whole, the kinetic energy is a constant times \(\dot\omega^2\). The classical weight is then uniform in \(\omega\), apart from the Boltzmann factor. Integrating numerically over \(0\le\omega\le90^\circ\) gives a mean \(|\varphi|\) of \(19^\circ\) with a standard deviation of \(11^\circ\) for the amidinate, and \(33^\circ\) with \(13^\circ\) for the diketonate. These averages freeze every ligand motion except the common tilt. If the three rigid chelates turn independently, the twist of a single chelate spreads more widely, to about \(24^\circ\pm16^\circ\) and \(35^\circ\pm18^\circ\), while the twist averaged over the three chelates is about \(17^\circ\pm10^\circ\) and \(34^\circ\pm11^\circ\). The diketonate's mean lies below its minimum because the well is lopsided. Towards the prism the energy rises by at most 0.050 eV, about \(1.5\,k_BT\), whereas at the planar end the three shortest contacts shrink to 1.87 Å and cost about 5 eV.

Both ligand classes are used in cerium vapour precursors. The distances above are model inputs of typical size, not measured values; the repulsion strength, donor charge and bending constant are round choices, and the 4f parameters are rough. The model treats isolated six-coordinate molecules. A molecule that binds a further donor or forms an oligomer falls outside it, and so do the bulk of the outer alkyl groups and any directional covalent bonding. Within these limits the diketonate prefers a twisted shape: each static change listed above for it, taken alone, moves the twist by less than \(3^\circ\). Other changes move it further. Donor charges together with the flexible bite close the bite to \(66^\circ\), lower the twist to \(27^\circ\) and leave the prism only 0.025 eV higher, less than \(k_BT\) at 400 K. Adding the in-plane ligand carbon atoms with the same repulsion law gives about \(34^\circ\). The angle is therefore less certain than the preference, and the preference rests on a margin of order \(k_BT\), which crystal packing can outweigh: some lanthanide tris(β-diketonates) are close to trigonal prisms in the solid. For the amidinate the model supports a weaker statement, that the small bite leaves the twist soft and close to the prism threshold. Whether its minimum is a prism or a twisted shape depends on terms the model leaves out.

Numbers in the example were calculated in double precision.
